# Energies of Helium Ions Backscattered from Surface Hafnium and Silicon

## Problem

A hafnium oxide film has been grown on silicon by atomic layer deposition. To find out which elements are present, a beam of singly charged helium-4 ions with kinetic energy \(E_0=2.00\) MeV is directed at the sample along the surface normal. A few ions strike a nucleus almost head-on and return. If the struck atom lies at or very near the surface, their energy reveals its mass.

Use these masses in atomic mass units: \(m=4.0021\) u for the ion, and natural average masses \(M=178.485\) u for hafnium and \(M=28.086\) u for silicon. Treat the struck atom as free and at rest, the collision as elastic, and the motion as non-relativistic.

1. Derive the energy \(E_1\) of an ion returned through 180 degrees by an atom of mass \(M>m\). What happens when \(M\le m\)?
2. Show that the ion leaves surface hafnium with 1.83 MeV and surface silicon with 1.13 MeV.
3. Find how \(E_1\) changes with \(M\). Which neighbouring masses are easier to tell apart, light or heavy ones?
4. Justify treating the atom as free and the nuclei as not touching.
5. Estimate the changes caused by a detector at 170 degrees, by isotopes, by relativity, by thermal motion at 300 K, and by a 5.0 nm film covering the silicon. Take a rough constant stopping power of 0.5 keV/nm. Do the two-decimal energies survive?

## Solution

### 1. The head-on collision

Take the beam direction as positive. Let \(v_0\) be the ion's initial velocity, \(v_1\) its final velocity, and \(v_2\) the final velocity of the struck atom. All motion is along one line, because an ion returned through 180 degrees has no sideways momentum and the atom can then have none either.

Momentum conservation reads

\[
mv_0=mv_1+Mv_2
\quad\Longrightarrow\quad
m(v_0-v_1)=Mv_2 .
\]

In an elastic collision the total kinetic energy is the same before and after. Multiplying the energy equation by 2 gives

\[
mv_0^2=mv_1^2+Mv_2^2
\quad\Longrightarrow\quad
m(v_0-v_1)(v_0+v_1)=Mv_2^2 .
\]

One solution of both equations is \(v_1=v_0\), \(v_2=0\): the ion has missed the atom. In a real collision \(v_2\ne0\), so the second equation may be divided by the first:

\[
v_0+v_1=v_2 .
\]

This says that the relative velocity is reversed, since \(v_1-v_2=-v_0\). Substituting \(v_2\) into the momentum equation,

\[
mv_0-mv_1=Mv_0+Mv_1 .
\]

Collecting the terms in \(v_1\) on one side gives \((M+m)v_1=-(M-m)v_0\), so

\[
v_1=-\frac{M-m}{M+m}\,v_0 .
\]

For \(M>m\) the minus sign means that the ion turns back. The kinetic energy depends on the square of the velocity, hence

\[
E_1=KE_0,\qquad
K=\left(\frac{M-m}{M+m}\right)^2 .
\]

The number \(K\) is called the kinematic factor. The force between the particles has dropped out: it affects how often ions are scattered backward, but not the energy of those that are scattered elastically through this angle.

The missing energy is carried by the recoiling atom:

\[
E_0-E_1
=\frac{(M+m)^2-(M-m)^2}{(M+m)^2}E_0
=\frac{4mM}{(M+m)^2}E_0 .
\]

Three cases show what the result means. If \(M\) is much larger than \(m\), \(K\) approaches 1 and the ion bounces as from a rigid wall. If \(M=m\), then \(v_1=0\): the ion stops and hands all its energy to the atom. If \(M<m\), \(v_1\) is positive and the ion continues forward. The formula for \(K\) then still gives the ion's energy, but not that of a backscattered ion. A backward detector therefore receives no helium from single collisions with hydrogen atoms at rest.

### 2. Hafnium and silicon

For hafnium,

\[
\frac{|v_1|}{v_0}
=\frac{178.485-4.0021}{178.485+4.0021}
=\frac{174.483}{182.487}=0.9561 .
\]

Carrying more digits before squaring gives \(K=0.9142\), and

\[
E_1(\mathrm{Hf})=0.9142\times2.00\ \mathrm{MeV}
=1.828\ \mathrm{MeV}\approx1.83\ \mathrm{MeV}.
\]

For silicon,

\[
\frac{|v_1|}{v_0}
=\frac{28.086-4.0021}{28.086+4.0021}
=\frac{24.084}{32.088}=0.7506 ,
\]

so, again squaring the unrounded ratio, \(K=0.5633\) and

\[
E_1(\mathrm{Si})=0.5633\times2.00\ \mathrm{MeV}
=1.127\ \mathrm{MeV}\approx1.13\ \mathrm{MeV}.
\]

These are the required energies. The recoiling hafnium atom takes 0.172 MeV and the silicon atom 0.873 MeV. The lighter atom is set moving much faster and takes the larger share. The two returning groups of ions are 0.702 MeV apart.

The formula can be checked for a particular force law. The equations of motion of both particles were integrated numerically with a screened Coulomb repulsion, without using \(K\). The final ion energies were 1.8284 MeV for hafnium and 1.1267 MeV for silicon, equal to the formula's values to all digits shown.

### 3. Mass resolution

Write \(q=(M-m)/(M+m)\), so that \(K=q^2\). The quotient rule gives

\[
\frac{dq}{dM}
=\frac{(M+m)-(M-m)}{(M+m)^2}
=\frac{2m}{(M+m)^2}.
\]

Then, by the chain rule,

\[
\frac{dE_1}{dM}
=2qE_0\frac{dq}{dM}
=\frac{4m(M-m)}{(M+m)^3}\,E_0 .
\]

The derivative is positive for \(M>m\): heavier atoms return faster ions. For \(M\gg m\) it becomes \(4mE_0/M^2\), so the separation between neighbouring masses shrinks as the inverse square of the mass.

At the beam energy used here the slope is 23.3 keV/u for silicon and 0.92 keV/u for hafnium. The slope is largest at \(M=2m\), about 8 u, and falls steadily beyond it. Above that mass, lighter neighbours are therefore easier to separate than heavier ones. Suppose that a detector resolves 15 keV, a rough typical figure for a silicon detector. Near hafnium this corresponds to a mass difference of

\[
\frac{15\ \mathrm{keV}}{0.92\ \mathrm{keV/u}}\approx16\ \mathrm{u}.
\]

Such a measurement separates hafnium from silicon easily, but the energy alone would not separate hafnium from tantalum, which is less than 3 u heavier.

### 4. Why a free atom is a good model

**Do the nuclei touch?** At the closest point of a head-on collision the two particles have the same velocity. Momentum conservation fixes it at \(V=mv_0/(M+m)\). The kinetic energy still present is then

\[
\frac12(M+m)V^2
=\frac{m}{M+m}\,\frac12mv_0^2
=\frac{m}{M+m}E_0 .
\]

The rest has become potential energy:

\[
E_{\mathrm{cm}}=E_0-\frac{m}{M+m}E_0=\frac{M}{M+m}E_0 .
\]

Neglecting screening by electrons, set this equal to the Coulomb energy of the nuclear charges \(Z_1e\) and \(Z_2e\) at distance \(d\):

\[
d=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0E_{\mathrm{cm}}}.
\]

With \(Z_1=2\) and \(e^2/(4\pi\varepsilon_0)=1.44\) MeV fm, silicon (\(Z_2=14\)) gives

\[
E_{\mathrm{cm}}=\frac{28.086}{32.088}\times2.00\ \mathrm{MeV}
=1.75\ \mathrm{MeV},
\]

\[
d=\frac{2\times14\times1.44}{1.75}\ \mathrm{fm}
\approx23\ \mathrm{fm}.
\]

For hafnium (\(Z_2=72\)) the same steps give 106 fm. In the numerical trajectories, which include screening, the closest distances agree with these values to within 2 percent.

A nucleus with \(A\) nucleons has a radius of roughly \(1.2A^{1/3}\) fm. The sum of the two radii is then about 5.6 fm for helium and silicon, and 8.7 fm for helium and hafnium. The nuclei stay well apart. The electric force could still excite a nucleus, but an ion that loses energy in this way leaves the elastic group and does not shift the energy of the ions that remain in it.

**Does the solid hold the atom?** The ion's speed is \(9.82\times10^6\) m/s. The strong part of the collision lasts a few times \(d/v_0\), where \(d/v_0\) is \(2.3\times10^{-21}\) s for silicon and \(1.1\times10^{-20}\) s for hafnium. A lattice vibration takes roughly \(10^{-13}\) s. From part 1, the atom's final speed is

\[
v_2=v_0+v_1=\frac{2m}{M+m}v_0<v_0 ,
\]

so during the strong part of the collision it moves at most a few times \(d\), a minute fraction of the spacing between atoms. Its neighbours have no time to respond. The recoil energies also far exceed a binding energy of roughly 10 eV. The atom is later slowed by the solid, but by then the ion has gone.

### 5. Corrections

**Detector angle.** A detector placed exactly at 180 degrees would block the beam unless it had a hole, so consider one placed at 170 degrees instead. For a scattering angle \(\theta\), the atom's momentum is the vector difference between the ion's initial and final momenta. The law of cosines gives

\[
M^2v_2^2=m^2(v_0^2+v_1^2-2v_0v_1\cos\theta),
\]

where \(v_1\) now denotes a speed and is positive. Energy conservation gives \(Mv_2^2=m(v_0^2-v_1^2)\). Multiply this by \(M\), equate the two expressions, divide by \(mv_0^2\), and write \(x=v_1/v_0\):

\[
M(1-x^2)=m(1+x^2-2x\cos\theta),
\]

\[
(M+m)x^2-2mx\cos\theta-(M-m)=0 .
\]

For \(M>m\) the product of the roots is negative, so there is one positive root:

\[
x=\frac{m\cos\theta+\sqrt{M^2-m^2\sin^2\theta}}{M+m}.
\]

Here \(m^2\cos^2\theta+M^2-m^2\) has been rewritten as \(M^2-m^2\sin^2\theta\). At 180 degrees the root reduces to \(x_0=(M-m)/(M+m)\), as it must.

Now let \(\theta=\pi-\delta\) with small \(\delta\) in radians. To second order, \(\cos\theta\approx-1+\delta^2/2\) and \(\sin^2\theta\approx\delta^2\), so the square root is \(M-m^2\delta^2/(2M)\). Therefore

\[
x-x_0\approx
\frac{1}{M+m}\left(\frac{m\delta^2}{2}-\frac{m^2\delta^2}{2M}\right)
=\frac{m}{2M}\,x_0\delta^2 .
\]

Since the energy is \(x^2E_0\), its change is \(2x_0(x-x_0)E_0\):

\[
\Delta E\approx\frac{m}{M}\,\delta^2E_1 .
\]

Ten degrees is \(\delta=0.1745\). For silicon,

\[
\Delta E\approx\frac{4.0021}{28.086}\times(0.1745)^2\times1127\ \mathrm{keV}
\approx4.9\ \mathrm{keV}.
\]

For hafnium the increase is 1.2 keV. Numerical solution of the conservation equations without the small-angle expansion gives the same values at this precision. The shift is small because it begins with \(\delta^2\): near 180 degrees the energy is stationary with respect to angle.

**Isotopes.** A single ion strikes one isotope, not an average atom. Silicon-28, which makes up more than nine tenths of natural silicon, returns ions with 1.124 MeV. Silicon-29 and silicon-30 return them with 1.147 and 1.169 MeV. The abundance-weighted mean is 1.127 MeV. Thus 1.13 MeV is correct for the average mass and for the mean energy, while the strongest single peak at 180 degrees rounds to 1.12 MeV. For hafnium the isotopes produce a standard deviation of only 1.2 keV, in keeping with the small slope found in part 3.

**Relativity.** The kinetic energy \(T\) and momentum \(p\) of a particle of mass \(m\) obey \(p^2c^2=T^2+2Tmc^2\). Let \(p_0\) and \(p_1\) be the magnitudes of the ion's momentum before and after. The ion reverses direction, so the atom receives \(p_0+p_1\), and energy conservation becomes

\[
E_0-E_1=\sqrt{(p_0+p_1)^2c^2+M^2c^4}-Mc^2 .
\]

Solving this numerically for \(E_1\) lowers the silicon value by 0.13 keV and the hafnium value by 0.04 keV. Both shifts are negligible here.

**Thermal motion.** Let the atom have a small velocity \(u\) along the beam before the collision. The relative velocity is again reversed, so \(v_2=v_1+v_0-u\). Momentum conservation then gives

\[
mv_0+Mu=mv_1+M(v_1+v_0-u),
\]

\[
v_1=\frac{-(M-m)v_0+2Mu}{M+m}.
\]

Squaring, keeping the term linear in \(u\), and using \(E_0=mv_0^2/2\), the energy change is

\[
\delta E\approx
-\frac{4M(M-m)}{(M+m)^2}\,\frac{u}{v_0}\,E_0 .
\]

An atom moving away from the beam lowers the ion's energy; one moving toward it raises the energy. Classically, the root-mean-square velocity along one direction is \(\sqrt{k_{\mathrm B}T/M}\), where \(T\) is now the temperature. At 300 K this gives an energy spread of 0.16 keV for silicon and 0.09 keV for hafnium. Quantum zero-point motion is left out of this estimate.

**Silicon under the film.** The word "surface" matters. To reach silicon below a film of thickness \(t\), the ion first loses \(St\), where \(S\) is the stopping power. It scatters with energy \(K(E_0-St)\), then loses another \(St\) on the way out:

\[
E_{\mathrm{out}}=K(E_0-St)-St=KE_0-(1+K)St .
\]

The first loss is multiplied by \(K\) because it occurs before the collision. With \(St=0.5\times5.0=2.5\) keV,

\[
(1+K)St=1.563\times2.5\ \mathrm{keV}=3.9\ \mathrm{keV}.
\]

The average-mass energy falls from 1.127 to 1.123 MeV, which rounds to 1.12 MeV. The stated 1.13 MeV therefore belongs to silicon at an exposed surface, not to silicon at the buried interface.

### Reading a real spectrum

The stopping power is a rough figure for hafnium oxide; in reality it varies with ion energy and film density. The loss also fluctuates from ion to ion. This energy straggling was left out above; Bohr's estimate gives a spread of about 1 keV for each passage through this film, which broadens the signals from buried atoms more than thermal motion does. The largest energy differences estimated above are a few keV for angle and film thickness, and about 20 keV between neighbouring silicon isotopes. For silicon-28 under the film, seen at 170 degrees, the angle and film shifts happen to nearly cancel for this choice of thickness and angle:

\[
1124+4.9-3.9\approx1125\ \mathrm{keV}.
\]

The third digit of the silicon energy thus depends on what is being measured, whereas the gap between silicon-28 and hafnium stays within about 1 percent of 0.70 MeV. For surface hafnium, the angle, relativistic and thermal corrections are each about 1.2 keV or less, so its 1.83 MeV survives for the average mass. At 180 degrees the isotopes from hafnium-176 to hafnium-180 give 1.826 to 1.830 MeV and also round to 1.83 MeV; only the very rare hafnium-174, at 1.824 MeV, rounds to 1.82 MeV.

The same loss formula, with hafnium's \(K\), places ions from the bottom of the film \(1.914\times2.5\approx4.8\) keV below those from its top. At 180 degrees they emerge at 1.824 MeV, which rounds to 1.82 MeV, and the film's hafnium signal is centred near 1.826 MeV. This is less than the 15 keV resolution assumed above, so the film's hafnium appears as one peak whose shape does not resolve depth. The silicon substrate is thick: ions scattered deeper inside it lose more energy and emerge below the interface value. If the beam is not aligned with a crystal axis or plane, silicon therefore forms a broad distribution with an upper edge near 1.12 to 1.13 MeV, apart from the weak contributions of its heavier isotopes. The hafnium peak lies well above it. The film's oxygen, with \(M\approx16\) u, returns ions near 0.72 MeV by the same formula, so its signal sits on top of the silicon distribution.

On a common (001) silicon wafer, however, the surface normal is itself a crystal axis. Ions entering along it are steered between the rows of atoms, an effect called channelling, and few of them come close to a nucleus deeper in the crystal. The broad part of the silicon signal is then much weaker. Tilting the sample by several degrees, away from the crystal axes and planes, largely restores it.

The main computed values are collected in the numerical output that follows.

## Values computed for the example and the checks

```
Beam energy: 2.00 MeV
Helium ion mass: 4.0021 u
Ion speed: 9.820e+06 m/s
Film thickness (chosen): 5.0 nm
Stopping power (rough input): 0.5 keV/nm
Temperature: 300 K
Lattice vibration period (rough input): 1e-13 s
Atomic binding energy (rough input): 10 eV
Hf average mass: 178.485 u
Hf speed ratio |v1|/v0: 0.95614
Hf kinematic factor K: 0.91420
Hf backscattered energy: 1.8284 MeV
Hf energy from trajectory: 1.8284 MeV
Hf recoil energy: 0.1716 MeV
Hf closest distance (Coulomb): 106.0 fm
Hf sum of nuclear radii (rough): 8.7 fm
Hf collision time: 1.1e-20 s
Hf energy per unit target mass: 0.92 keV/u
Hf abundance-mean energy: 1.8284 MeV
Hf isotope spread (std. dev.): 1.19 keV
Hf relativistic shift: -0.04 keV
Hf shift for 170 degrees: +1.25 keV
Hf thermal spread (std. dev.): 0.090 keV
Si average mass: 28.086 u
Si speed ratio |v1|/v0: 0.75055
Si kinematic factor K: 0.56333
Si backscattered energy: 1.1267 MeV
Si energy from trajectory: 1.1267 MeV
Si recoil energy: 0.8733 MeV
Si closest distance (Coulomb): 23.0 fm
Si sum of nuclear radii (rough): 5.6 fm
Si collision time: 2.3e-21 s
Si energy per unit target mass: 23.34 keV/u
Si abundance-mean energy: 1.1266 MeV
Si isotope spread (std. dev.): 8.94 keV
Si relativistic shift: -0.13 keV
Si shift for 170 degrees: +4.89 keV
Si thermal spread (std. dev.): 0.159 keV
Si-28 peak energy: 1.1241 MeV
Si-29 peak energy: 1.1470 MeV
Si-30 peak energy: 1.1687 MeV
Si one-way film loss: 2.50 keV
Si downward shift under film: 3.91 keV
Si energy under film: 1.1228 MeV
Hf-Si energy separation: 0.7017 MeV
```
